# Splitting of the conduction valleys in silicon strained on relaxed Si0.7Ge0.3

## Question

I am trying to find how far strain separates the conduction valleys of a thin silicon film grown on relaxed Si$_{0.7}$Ge$_{0.3}$. The growth face is (001), the film is coherent with the substrate, and its top surface is free.

The germanium lattice constant is roughly 4.2 % larger than that of silicon, so I took an in-plane strain of $0.3\times0.042=0.0126$. With a uniaxial deformation potential $\Xi_u$ of roughly 9 eV, I multiplied the two and got 0.113 eV.

I don't trust this, for three reasons. I have not used the elastic constants anywhere. I have no value for the other deformation potential, $\Xi_d$, and I don't know whether I need it. And I can't tell which valleys go down: the film is stretched along $x$ and $y$, so why should the valleys along $z$ care? What is the splitting, and how well is it known?

## Answer

Your in-plane strain is right to within about ten per cent. What is missing is the strain along the growth axis. The film contracts in that direction, and the splitting depends on the difference between the two strains. The constant $\Xi_d$ is not needed for the splitting.

I take $z$ as the growth axis and $x,y$ as the cubic axes in the film plane. Strain is measured from unstrained silicon, and tension is positive. Energies are in eV. Confinement, and any small splitting within the pair of valleys on the $z$ axis, are left out.

### The strain in the plane

Let $x_{\rm Ge}$ be the germanium fraction and $m=(a_{\rm Ge}-a_{\rm Si})/a_{\rm Si}$ the relative mismatch. If the lattice constant of the alloy is interpolated linearly,

$$
a_{\rm sub}=(1-x_{\rm Ge})a_{\rm Si}+x_{\rm Ge}a_{\rm Ge}
=a_{\rm Si}(1+x_{\rm Ge}m).
$$

A coherent film takes over this lattice constant in the plane, so that

$$
\varepsilon_\parallel=\frac{a_{\rm sub}-a_{\rm Si}}{a_{\rm Si}}=x_{\rm Ge}m=0.3\times0.042=0.0126 .
$$

This requires a fully relaxed substrate and a film thin enough not to relax through dislocations.

### The strain along the growth axis

For a cubic crystal the elastic energy density is, to second order in strain,

$$
U=\tfrac12C_{11}(\varepsilon_{xx}^2+\varepsilon_{yy}^2+\varepsilon_{zz}^2)
+C_{12}(\varepsilon_{xx}\varepsilon_{yy}+\varepsilon_{yy}\varepsilon_{zz}+\varepsilon_{zz}\varepsilon_{xx})
+2C_{44}(\varepsilon_{xy}^2+\varepsilon_{yz}^2+\varepsilon_{zx}^2).
$$

The substrate fixes $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_\parallel$ and $\varepsilon_{xy}=0$. The remaining components adjust to minimize $U$. The shears $\varepsilon_{yz}$ and $\varepsilon_{zx}$ enter as squares with a positive coefficient, so they vanish. For the normal component, which I call $\varepsilon_\perp$, the minimum condition is

$$
\frac{\partial U}{\partial\varepsilon_{zz}}
=C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel=0 .
$$

The derivative is the stress $\sigma_{zz}$, so this is also the statement that nothing pulls on the free surface. Hence

$$
\varepsilon_\perp=-2\,\frac{C_{12}}{C_{11}}\,\varepsilon_\parallel .
$$

The factor 2 counts the two stretched directions. With the rough value $C_{12}/C_{11}=0.39$ for silicon,

$$
\varepsilon_\perp=-2\times0.39\times0.0126=-0.00983 .
$$

Your product $\Xi_u\varepsilon_\parallel$ amounts to setting $\varepsilon_\perp=0$. That would describe a film held at its original height by an external pull, not a film with a free surface.

### How a valley responds to strain

Silicon has six conduction minima, at $\pm k_0$ on each cubic axis. Time reversal makes the two minima on one axis equal in energy, so one valley per axis is enough.

Write the band energy as $E(\mathbf k,\varepsilon)$, with $\mathbf k$ measured in units of the reciprocal vectors of the strained crystal. Strain changes the energy at fixed $\mathbf k$ and also moves the minimum by some $\delta\mathbf k$. To first order,

$$
\delta E_{\min}=\sum_{ij}\frac{\partial E}{\partial\varepsilon_{ij}}\,\varepsilon_{ij}
+\frac{\partial E}{\partial\mathbf k}\cdot\delta\mathbf k .
$$

The last term vanishes because $\partial E/\partial\mathbf k=0$ at a minimum. The band is not degenerate there apart from spin, so the first-order shift is a linear function of the strain. For the valley on the $z$ axis,

$$
\delta E_z=\sum_{ij}A_{ij}\varepsilon_{ij},\qquad A_{ij}=A_{ji}.
$$

Symmetry removes most of the six coefficients. A rotation by $90^\circ$ about $z$, combined with a fractional translation, maps the silicon crystal onto itself and leaves the $z$ valley in place. The translation does not affect energies, so $A$ must be unchanged by the rotation $x\to y,\ y\to-x$. This has three consequences:

- $A_{xx}=A_{yy}$, since the two axes are exchanged.
- $A_{xy}=-A_{xy}$, so $A_{xy}=0$.
- Applying the rotation twice reverses both $x$ and $y$, which gives $A_{xz}=-A_{xz}$ and $A_{yz}=-A_{yz}$, so both vanish.

Two constants remain:

$$
\begin{aligned}
\delta E_z&=A_{xx}(\varepsilon_{xx}+\varepsilon_{yy})+A_{zz}\varepsilon_{zz}\\
&=A_{xx}(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})+(A_{zz}-A_{xx})\varepsilon_{zz}.
\end{aligned}
$$

With the names $\Xi_d=A_{xx}$ and $\Xi_u=A_{zz}-A_{xx}$, and with the cubic rotations that carry the $z$ valley to the other axes, the law for a valley along the unit vector $\mathbf n$ is

$$
\delta E_{\mathbf n}=\Xi_d\,{\rm Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n .
$$

The first term is common to all valleys. The second depends on the strain along the valley's own axis.

### The splitting

The pair on the $z$ axis is called $\Delta_2$, and the four valleys in the plane $\Delta_4$. Their shifts are

$$
\delta E(\Delta_2)=\Xi_d\,{\rm Tr}\,\varepsilon+\Xi_u\varepsilon_\perp,\qquad
\delta E(\Delta_4)=\Xi_d\,{\rm Tr}\,\varepsilon+\Xi_u\varepsilon_\parallel .
$$

All six valleys start at the same energy, so the splitting is the difference of the shifts, and the trace term cancels:

$$
\Delta\equiv E(\Delta_4)-E(\Delta_2)
=\Xi_u(\varepsilon_\parallel-\varepsilon_\perp)
=\Xi_u\,x_{\rm Ge}m\left(1+2\frac{C_{12}}{C_{11}}\right).
$$

The strain difference is $0.0126-(-0.00983)=0.02243$, and therefore

$$
\Delta=9.0\ {\rm eV}\times0.02243=0.202\ {\rm eV}\approx0.20\ {\rm eV},
$$

or 0.0074 hartree. Your 0.113 eV has to be multiplied by $1+2\times0.39=1.78$.

Since $\Xi_u>0$ and $\varepsilon_\parallel>\varepsilon_\perp$, $\Delta$ is positive: the twofold pair lies lower. If the substrate had a smaller lattice constant than silicon, $\varepsilon_\parallel$ would be negative, the film would expand along $z$, and the four in-plane valleys would be the lower ones.

### Why stretching the plane acts on the $z$ valleys

The stresses give another view of the same result. Differentiating $U$ gives

$$
\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),\qquad
\sigma_{zz}=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy}).
$$

In the difference, the terms with $\varepsilon_{yy}$ cancel:

$$
\sigma_{xx}-\sigma_{zz}=(C_{11}-C_{12})(\varepsilon_{xx}-\varepsilon_{zz}).
$$

In the film $\sigma_{zz}=0$ and $\sigma_{xx}=\sigma_{yy}=\sigma$, so

$$
\Delta=\frac{\Xi_u\,\sigma}{C_{11}-C_{12}} .
$$

The splitting depends on the stress through $\sigma_{xx}-\sigma_{zz}$. A tension $\sigma$ along both $x$ and $y$ has the same difference as a compression of size $\sigma$ along $z$ alone. The two states differ by an equal tension on all three axes, which moves all valleys together. As far as the splitting is concerned, you are squeezing the crystal along $z$, and for positive $\Xi_u$ this lowers the $z$ valleys relative to the others.

### What $\Xi_d$ does

The mean energy of the six valleys, with two at $E(\Delta_2)$ and four at $E(\Delta_2)+\Delta$, is

$$
\bar E=\frac{2E(\Delta_2)+4[E(\Delta_2)+\Delta]}{6}=E(\Delta_2)+\tfrac23\Delta .
$$

The pair therefore lies $\tfrac23\Delta=0.135$ eV below the mean, and the four lie $\tfrac13\Delta=0.067$ eV above it. The mean itself also moves. Averaging $\mathbf n\cdot\varepsilon\cdot\mathbf n$ over the three axes gives ${\rm Tr}\,\varepsilon/3$, so

$$
\delta\bar E=\left(\Xi_d+\tfrac13\Xi_u\right){\rm Tr}\,\varepsilon .
$$

This is where $\Xi_d$ enters. To find the conduction-band step at the interface, you need it together with the substrate's own conduction-band edge and a common energy reference for the two materials. The figure of 0.135 eV is a distance from the shifted mean, not from the band edge of unstrained silicon.

### The growth face matters

For a film with surface normal $\mathbf N$ and a strain of the form $\varepsilon_\parallel$ in the plane and $\varepsilon_\perp$ along $\mathbf N$, the strain along a valley axis is

$$
\mathbf n\cdot\varepsilon\cdot\mathbf n
=\varepsilon_\parallel+(\varepsilon_\perp-\varepsilon_\parallel)(\mathbf n\cdot\mathbf N)^2 .
$$

On (001), $(\mathbf n\cdot\mathbf N)^2$ is 1 for the $z$ valleys and 0 for the others, which returns the result above. On (111) it is $1/3$ for all three axes, and the strain does not split the valleys. This holds beyond first order too, because a threefold rotation about $\mathbf N$ remains a symmetry of the strained crystal and carries the three valley axes into one another. Thus 0.20 eV belongs to the (001) face and not to the pair of materials alone.

### How well the number is known

The inputs are rough, and $\Delta$ is proportional to $\Xi_u$. Taking 8 or 10 eV instead of 9 eV gives

$$
8\times0.02243=0.179\ {\rm eV},\qquad 10\times0.02243=0.224\ {\rm eV}.
$$

The elastic ratio matters less. Changing $C_{12}/C_{11}$ by 0.01 changes $\Delta$ by $2\times0.01\times0.113\ {\rm eV}\approx0.002$ eV.

The linear interpolation of the lattice constant is a further source of error. The alloy lattice constant lies slightly below the straight line, which can be described by

$$
\varepsilon_\parallel=x_{\rm Ge}m-b\,x_{\rm Ge}(1-x_{\rm Ge}).
$$

With a rough $b=0.005$ this is $0.0126-0.005\times0.3\times0.7=0.01155$, and

$$
\Delta=9.0\ {\rm eV}\times0.01155\times1.78=0.185\ {\rm eV}.
$$

So "about 0.20 eV" is a fair statement of the size, but the second digit is not secure. If the film has partly relaxed, equally along $x$ and $y$, put its actual in-plane strain into the formula; $\Delta$ falls in proportion.

### Is first order good enough at a strain of one per cent?

Both linear steps can be tested on models that do not assume them. The values are in the numerical output.

**The contraction.** Take a Keating model of the diamond lattice, with bonds $\mathbf r_i$ from one atom to its four neighbours. In units of a quarter of the cubic lattice constant, and with the stretching constant set to 1, its energy per cell is

$$
W=\tfrac12\sum_{i}(r_i^2-3)^2+\beta\sum_{i<j}(\mathbf r_i\cdot\mathbf r_j+1)^2,\qquad \beta=0.28 .
$$

Small strains give the elastic ratio of this model, $C_{12}/C_{11}=0.391$. The lattice was then stretched in the plane by 0.0126, while its height and the relative displacement of its two sublattices were free to relax. The height strain came out as $-0.00997$, against $-0.00986$ from the linear formula with the model's own ratio. The contraction is 1.1 % larger than the linear value.

This deviation can be derived. A diagonal strain multiplies each bond component by $1+\varepsilon_c$, where $c=x,y,z$, and $W$ contains the squares

$$
(1+\varepsilon_c)^2=1+2\eta_c,\qquad \eta_c=\varepsilon_c+\tfrac12\varepsilon_c^2 .
$$

With no sublattice displacement, which is what the relaxation finds, both brackets in $W$ are linear in the $\eta_c$. The energy is then quadratic in $\eta_c$, and the linear relation holds for $\eta$ in place of $\varepsilon$:

$$
\varepsilon_\perp+\tfrac12\varepsilon_\perp^2
=-2\frac{C_{12}}{C_{11}}\left(\varepsilon_\parallel+\tfrac12\varepsilon_\parallel^2\right).
$$

Dividing by the linear value $\varepsilon_\perp^{\rm lin}=-2(C_{12}/C_{11})\varepsilon_\parallel$ and keeping the leading correction gives

$$
\frac{\varepsilon_\perp}{\varepsilon_\perp^{\rm lin}}-1\approx\tfrac12(\varepsilon_\parallel-\varepsilon_\perp)\approx0.011,
$$

in agreement with the relaxed lattice. This is a property of the Keating energy. Real silicon has its own anharmonic terms, which this model does not determine.

**The valley law.** The second model is a band structure of silicon from a local empirical pseudopotential with 181 plane waves, without spin-orbit coupling. Its form factors are rounded values for silicon, and the curve drawn between them is a choice. The conduction minimum lies at 0.854 of the way from $\Gamma$ to X.

Strain along $x$ alone fixes both constants of this model, with $\Xi_u=9.75$ eV. They were then used to predict the shifts of the three valleys under a different strain with three unequal components. Half the difference between the energies at opposite strains was compared, which removes second-order terms. The largest shift, measured from the average crystal potential, was 15.2 meV, and the error was below the printed resolution of 0.0001 meV. To first order, two constants therefore suffice in this model for strains along the cubic axes.

At the full film strain, the directly computed splitting was 0.2175 eV, and the linear law with the model's own $\Xi_u$ gives

$$
9.75\ {\rm eV}\times0.02243\approx0.219\ {\rm eV}.
$$

The direct value is 0.5 % smaller than the linear one, and the twofold pair is the lower one here too. This supports the linear form and the sign. It does not settle whether $\Xi_u$ is 9 or 9.75 eV, since the model's value depends on how the form factors are interpolated. The small deviation from linearity depends on that choice as well, in both size and sign: other curves through the same form factors give $\Xi_u$ from about 8.3 to 10.7 eV and deviations from about $-2.6$ % to $+1.2$ %.

In these two models, with the form-factor curve used here, the nonlinear corrections are about one per cent or less. The uncertainty of $\Xi_u$ and the bowing of the lattice constant each change the splitting by roughly ten per cent, so better input data would improve your number more than a higher order in strain.

All of this concerns the band edges of strained bulk silicon. A film stays coherent in equilibrium at this strain only up to a thickness of order 10 nm, and there confinement is not negligible. The $\Delta_2$ valleys have the heavy mass $m_l\approx0.92\,m_e$ along $z$ and the $\Delta_4$ valleys the light mass $m_t\approx0.19\,m_e$. Hard walls a distance $L$ apart would therefore add $\frac{\hbar^2\pi^2}{2L^2}\left(\frac1{m_t}-\frac1{m_l}\right)$ to the separation of the lowest levels, about 16 meV at $L=10$ nm and 32 meV at 7 nm. The finite step at the substrate makes this a rough figure, but it is of the same size as the uncertainties above.

## Numbers as computed

```
INPUTS (rough, rounded)
Ge fraction x: 0.3
Ge-Si lattice mismatch m: 0.042
C12/C11 of Si: 0.39
Xi_u: 9.0 eV
bowing parameter b: 0.005
FILM
in-plane strain: 0.01260
growth-axis strain: -0.00983
strain difference: 0.02243
fourfold minus twofold energy: 0.2019 eV
same in atomic units: 0.00742 hartree
twofold shift from six-valley mean: -0.1346 eV
fourfold shift from six-valley mean: 0.0673 eV
SENSITIVITY
splitting for Xi_u = 8 eV: 0.179 eV
splitting for Xi_u = 10 eV: 0.224 eV
in-plane strain with bowing: 0.01155
splitting with bowing: 0.185 eV
splitting if contraction is omitted: 0.113 eV
KEATING LATTICE CHECK
bending/stretching constant: 0.28
C12/C11 from energy differences: 0.3913
relaxed growth-axis strain: -0.00997
linear elastic prediction: -0.00986
relative deviation: 1.13 %
PSEUDOPOTENTIAL CHECK
lattice constant: 10.26 bohr
number of plane waves: 181
valley position: 0.854 of Gamma-X
model Xi_u: 9.75 eV
largest error, three unequal strains: 0.0000 meV
largest shift, three unequal strains: 15.192 meV
direct model splitting at film strain: 0.2175 eV
linear-law model splitting: 0.2186 eV
relative deviation: -0.52 %
```
